# Bond Length, Cohesion and the Unrelaxed Vacancy in the Gupta Model

## The problem

In the Gupta potential, the energy of atom $i$ in a metal is

$$
E_i = A\sum_j e^{-p x_{ij}} - \xi\Big[\sum_j e^{-2q x_{ij}}\Big]^{1/2},
\qquad x_{ij}=\frac{r_{ij}}{r_0}-1 ,
$$

and the total energy is $\sum_i E_i$. The sums run over nearest neighbours only. The constants $A$, $\xi$, $p$ and $q$ are positive, and $r_0$ is the equilibrium bond length of the fcc crystal, where each atom has 12 neighbours. The fcc cohesive energy per atom is $E_c>0$, so an atom in the perfect crystal has energy $-E_c$.

The first term is a short-range repulsion. It appears once in the energy of each of the two atoms of a bond, so a bond contributes $2Ae^{-px}$ to the total. The second term is the band energy in the second-moment approximation: it is proportional to the width of the local density of states, whose square is a sum of squared hopping integrals, each decaying as $e^{-2qx}$.

1. For a structure in which every atom has $Z$ equal bonds, find the equilibrium bond length $r_Z$ and the energy per atom $E_Z$ in terms of $r_0$, $E_c$, $p$, $q$ and $Z$.
2. An atom is taken out of the fcc crystal and returned to the bulk elsewhere, for instance at a kink site on a surface, which changes the total energy by $-E_c$. No other atom moves. Find the vacancy formation energy $E_v$ as a fraction of $E_c$.

Evaluate the results for the round model parameters $p=10$, $q=2.5$, $r_0=2.80$ Å and $E_c=3.50$ eV.

## A tempting solution

An fcc atom has energy $-E_c$ and 12 equivalent bonds, so each bond gives it $-E_c/12$. A bond is shared by two atoms and is therefore worth $-E_c/6$ in total. An atom with $Z$ bonds then has

$$
E_Z=-\frac{Z}{12}E_c .
$$

Since every bond has the same energy curve, its minimum lies at the same distance in every structure, and $r_Z=r_0$.

For the vacancy, removing the atom breaks 12 bonds and costs $12\times E_c/6=2E_c$. Returning it to the bulk gains $E_c$. Hence $E_v=2E_c-E_c=E_c$, or 3.50 eV with the given parameters.

## Where it fails

The bookkeeping of the removed atom is sound. The fault is the first step, which gives each bond a fixed energy. That is legitimate for the repulsion, which is a sum over bonds. It is not legitimate for the band term, which is the square root of such a sum.

At $r=r_0$ every exponential equals 1, and the band energy of an atom with $Z$ neighbours is $-\xi\sqrt Z$. Dividing the bulk value equally among 12 bonds gives an average of $\xi\sqrt{12}/12$ per bond. The loss when one of the 12 is removed is instead $\xi(\sqrt{12}-\sqrt{11})$. The ratio of actual loss to average is

$$
c\equiv\frac{\xi(\sqrt{12}-\sqrt{11})}{\xi\sqrt{12}/12}
=12\left(1-\sqrt{\tfrac{11}{12}}\right)=0.511 .
$$

The tempting solution therefore charges almost twice the true band energy for each missing neighbour. The value is close to one half because the derivative of $\sqrt Z$ is half of $\sqrt Z/Z$.

The same square root spoils the conclusion about bond lengths. With fewer neighbours the repulsion falls in proportion to $Z$ but the attraction only as $\sqrt Z$, so the balance between them shifts and the bonds shorten.

## Bond length against coordination

Let all $Z$ bonds have the same strain $x$. Since $\sqrt{Ze^{-2qx}}=\sqrt Z\,e^{-qx}$, the energy per atom is

$$
E(x)=AZe^{-px}-\xi\sqrt Z\,e^{-qx}.
$$

Setting the derivative to zero,

$$
-pAZe^{-px}+q\xi\sqrt Z\,e^{-qx}=0
\quad\Longrightarrow\quad
AZe^{-px}=\frac qp\,\xi\sqrt Z\,e^{-qx}. \tag{1}
$$

Multiplying the second form by $p\,e^{px}/(q\xi\sqrt Z)$ gives

$$
e^{(p-q)x}=\frac{pA\sqrt Z}{q\xi}. \tag{2}
$$

To see whether this is a minimum, take the second derivative and use (1) to eliminate the repulsion:

$$
E''=p^2AZe^{-px}-q^2\xi\sqrt Z\,e^{-qx}
=q(p-q)\,\xi\sqrt Z\,e^{-qx}.
$$

It is positive if and only if $p>q$: the repulsion must have the shorter range. This is assumed from here on.

By definition of $r_0$, the solution for $Z=12$ is $x=0$. Equation (2) then requires

$$
\frac{pA\sqrt{12}}{q\xi}=1
\quad\Longrightarrow\quad
A=\frac{q\,\xi}{p\sqrt{12}}. \tag{3}
$$

Putting this $A$ back into (2) gives $e^{(p-q)x_Z}=\sqrt{Z/12}$. Taking the logarithm and using $r_Z=r_0(1+x_Z)$,

$$
\boxed{\,r_Z=r_0\left[1+\frac{\ln(Z/12)}{2(p-q)}\right]\,}
$$

Bonds lengthen with the logarithm of the coordination. A large $p-q$ means a steep repulsion compared with the attraction, and the length then hardly changes. The formula makes sense only while $r_Z>0$, which for the dimer requires $p-q>\tfrac12\ln 12$.

## Energy against coordination

At the minimum, (1) says that the repulsion is the fraction $q/p$ of the band energy in magnitude. Therefore

$$
E_Z=-\xi\sqrt Z\left(1-\frac qp\right)e^{-qx_Z}. \tag{4}
$$

For $Z=12$, where $x=0$ and $E_{12}=-E_c$, this fixes the energy scale:

$$
E_c=\sqrt{12}\,\xi\left(1-\frac qp\right). \tag{5}
$$

Divide (4) by (5), and use $e^{-qx_Z}=(Z/12)^{-q/[2(p-q)]}$, which follows from $e^{(p-q)x_Z}=(Z/12)^{1/2}$:

$$
\frac{E_Z}{E_c}=-\left(\frac Z{12}\right)^{1/2}\left(\frac Z{12}\right)^{-q/[2(p-q)]}.
$$

The exponents add to $\frac12-\frac{q}{2(p-q)}=\frac{p-2q}{2(p-q)}$, so

$$
\boxed{\,E_Z=-E_c\left(\frac Z{12}\right)^{\alpha},\qquad
\alpha=\frac{p-2q}{2(p-q)}\,}
$$

The exponent is below $\frac12$ for every $q>0$. The value $\frac12$ belongs to the band term alone at fixed bond length. The repulsion, which grows in proportion to $Z$, lowers it even without any change of length. With all bonds at $r_0$ the energy is $AZ-\xi\sqrt Z$, and by (3) and (5) its logarithmic slope $(Z/E)\,dE/dZ$ at $Z=12$ is $(\frac12-q/p)/(1-q/p)=\alpha$. Contraction does not alter this slope, because at $Z=12$ the energy is stationary in $x$ at $r_0$. It gives a further gain that becomes appreciable only for $Z$ well below 12.

The sign of $\alpha$ separates three cases. If $p>2q$, energy per atom deepens with coordination, and fcc lies below the more open structures. If $p=2q$, it does not depend on $Z$. If $q<p<2q$, it rises with $Z$, and separate dimers have a lower energy than the crystal. A nearest-neighbour Gupta model of a close-packed metal therefore needs $p>2q$, a stronger condition than $p>q$.

Even when $\alpha>0$, each bond weakens as others are added. There are $Z/2$ bonds per atom, so the energy per bond has magnitude $2|E_Z|/Z$, proportional to $Z^{\alpha-1}$.

### Numbers

For $p=10$ and $q=2.5$, $\alpha=(10-5)/(2\times7.5)=1/3$. Equation (5) gives $\xi=3.50/(\sqrt{12}\times0.75)=1.347$ eV, and (3) gives $A=0.25\times1.347/\sqrt{12}=0.0972$ eV.

For the dimer,

$$
r_1=2.80\left[1-\frac{\ln12}{15}\right]=2.34\ \text{Å},\qquad
E_1=-3.50\left(\tfrac1{12}\right)^{1/3}=-1.53\ \text{eV per atom}.
$$

Minimising the energy of explicit structures gives the following values, which agree with the two formulas.

| Structure | $Z$ | $r_Z$ (Å) | $E_Z$ (eV/atom) |
|---|---:|---:|---:|
| dimer | 1 | 2.34 | −1.53 |
| chain | 2 | 2.47 | −1.93 |
| tetrahedron | 3 | 2.54 | −2.20 |
| square lattice | 4 | 2.59 | −2.43 |
| simple cubic | 6 | 2.67 | −2.78 |
| bcc | 8 | 2.72 | −3.06 |
| fcc | 12 | 2.80 | −3.50 |

The dimer bond is worth $2\times1.53=3.06$ eV, while an fcc bond is worth $3.50/6=0.58$ eV. The tempting solution would make them equal.

Each structure was optimised only by changing its overall scale, so the table does not show that the open structures are stable against other distortions. The lattice entries also depend on the restriction to nearest neighbours. In bcc the second neighbours are only $2/\sqrt3\approx1.15$ times as far away as the first, and in simple cubic there are twelve of them at $\sqrt2$ times the distance. Adding the second shell with the same $A$ and $\xi$ lowers both entries by about 0.5 eV, the square lattice by 0.2 eV and fcc by 0.14 eV, and the gap between bcc and fcc shrinks from 0.44 eV to 0.08 eV.

## The unrelaxed vacancy

Compare two states with the same number $N$ of atoms. In the first, all are in the perfect crystal and the energy is $-NE_c$. In the second, $N-1$ atoms form the crystal with a vacancy, and the last has been added elsewhere, contributing $-E_c$ to the total energy. At a kink site this amount is shared. The added atom has only six neighbours and its own energy is $6A-\xi\sqrt6$ ($-2.72$ eV in the example), and the rest comes from the neighbours whose coordination it raises. The kink is reproduced one site further on, so the net effect is one more bulk atom. The removed atom contributes $-E_c$ to both and drops out. What remains is the change in energy of the others, and only the 12 neighbours of the vacancy are affected.

Each of them goes from 12 to 11 bonds, all still of length $r_0$. Its repulsive energy changes from $12A$ to $11A$, a gain of $A$. Its band energy changes from $-\xi\sqrt{12}$ to $-\xi\sqrt{11}$, a cost of $\xi(\sqrt{12}-\sqrt{11})$. Hence

$$
E_v=12\left[\xi(\sqrt{12}-\sqrt{11})-A\right]. \tag{6}
$$

Now divide both terms by $\xi\sqrt{12}$. The first becomes $12(1-\sqrt{11/12})=c$. By (3), the second becomes

$$
\frac{12A}{\xi\sqrt{12}}=\frac{12}{\sqrt{12}}\,\frac{q}{p\sqrt{12}}=\frac qp .
$$

By (5), $E_c/(\xi\sqrt{12})=1-q/p$. The ratio is therefore

$$
\boxed{\,\frac{E_v}{E_c}=\frac{12\left(1-\sqrt{11/12}\right)-q/p}{1-q/p}\,}
$$

It depends on $p$ and $q$ only through their ratio. This is to be expected: with every bond at $r_0$, the exponents enter only through the equilibrium condition (3).

For the example,

$$
\frac{E_v}{E_c}=\frac{0.5109-0.25}{0.75}=0.348,\qquad
E_v=0.348\times3.50=1.22\ \text{eV}\quad(117.5\ \text{kJ/mol}),
$$

about a third of the 3.50 eV found by counting bonds.

### Limits and sign

Writing the numerator as $(1-q/p)-(1-c)$ gives

$$
\frac{E_v}{E_c}=1-\frac{1-c}{1-q/p}.
$$

Since $c<1$, the ratio increases with $p/q$. It approaches $c=0.511$ as $q/p\to0$ and stays below it for all $q>0$. No choice of exponents in this model can bring the unrelaxed ratio up to the pair-model value of 1.

The ratio vanishes at $q/p=c$, that is at $p/q=1.957$. Explicit bond sums in a periodic crystal give:

| $p/q$ | 1.8 | 2.0 | 2.5 | 3.0 | 4.0 | 5.0 |
|---|---:|---:|---:|---:|---:|---:|
| $E_v/E_c$ | −0.101 | 0.022 | 0.185 | 0.266 | 0.348 | 0.389 |

A negative value means that the perfect crystal lowers its energy by forming vacancies. This happens inside the range $p<2q$, where the fcc crystal was already unfavourable compared with dimers.

## What relaxation changes

It is also tempting to take the vacancy energy from the coordination law, as $12(E_{11}-E_{12})$. That is not the unrelaxed energy, because $E_{11}$ belongs to bonds that have shortened to $r_{11}$. Nor is it the relaxed energy, but for $p>2q$ it is a lower bound on it.

To show this, take an atom with $Z$ bonds of any lengths and define $u_j=e^{-2qx_j}$, $S=\sum_ju_j$ and $m=p/(2q)$. Then $e^{-px_j}=u_j^m$, and

$$
E_i=A\sum_j u_j^m-\xi\sqrt S .
$$

For $m>1$ the function $u^m$ is convex, so the average of $u_j^m$ is at least the $m$-th power of the average of $u_j$:

$$
E_i\ \ge\ AZ\left(\frac SZ\right)^m-\xi\sqrt S .
$$

The right-hand side is the energy of an atom with $Z$ equal bonds, each having $u=S/Z$. Its lowest value is $E_Z$, so $E_i\ge E_Z$.

Now let the atoms around the vacancy move in any way that keeps the list of neighbours unchanged. Twelve atoms have energies of at least $E_{11}$, and the others of at least $-E_c$. The unrelaxed crystal is itself one of the allowed arrangements, so the lowest energy cannot exceed it. Together,

$$
12\left[1-\left(\tfrac{11}{12}\right)^{\alpha}\right]\ \le\ \frac{E_v^{\text{relaxed}}}{E_c}\ \le\ \frac{c-q/p}{1-q/p}
\qquad(p>2q).
$$

The lower bound is not reached. It would require every bond of an 11-coordinated atom to have length $r_{11}$ and every bond of a 12-coordinated atom to have length $r_0$, yet some bonds join one kind to the other.

For $p<2q$ the convexity argument fails, and so does its conclusion. An atom with 11 neighbours can keep one bond at length $r_1$ and stretch the other ten until they hardly count. Its energy then approaches $E_1$, which lies below $E_{11}$ when $\alpha<0$.

### Direction of the relaxation

The derivative of the total energy with respect to the length of the bond $ij$, with all bonds at $r_0$, is

$$
T_{ij}=\frac1{r_0}\left[-2pA+q\xi\left(\frac1{\sqrt{Z_i}}+\frac1{\sqrt{Z_j}}\right)\right].
$$

The factor 2 arises because both atoms carry the repulsion. The band part follows from differentiating $-\xi\sqrt{\sum_j e^{-2qx_{ij}}}$ for each of the two atoms. A positive $T_{ij}$ is a tension, pulling the two atoms together. In the perfect crystal it vanishes by (3). Each end of the bond that has 11 neighbours instead of 12 adds

$$
t=\frac{q\xi}{r_0}\left(\frac1{\sqrt{11}}-\frac1{\sqrt{12}}\right)>0 .
$$

Consider one neighbour of the vacancy, and let $\mathbf n$ be the unit vector from the vacancy to it. Four of its 11 bonds lead to other neighbours of the vacancy and carry $2t$; seven lead to fully coordinated atoms and carry $t$. Each of the four has component $-\frac12$ along $\mathbf n$, and by symmetry their unit vectors sum to $-2\mathbf n$. In the perfect crystal all 12 unit vectors sum to zero, and the missing one is $-\mathbf n$, so the seven sum to $0+\mathbf n+2\mathbf n=3\mathbf n$. The net force is

$$
2t(-2\mathbf n)+t(3\mathbf n)=-t\,\mathbf n ,
$$

directed towards the vacancy. In the example $t=0.0154$ eV/Å.

The seven bonds that carry $t$ also pull on their fully coordinated ends. An atom of the second shell around the vacancy has four such bonds, each at $45^\circ$ to the line towards the vacancy, and feels $2\sqrt2\,t$ inward. An atom of the third shell has two and feels $\sqrt3\,t$, and an atom of the fourth shell has one and feels $t$. The first shell is therefore not the most strongly pulled, and moving it alone recovers only a small part of the relaxation energy. All these forces are a few times $t$ at most, and the relaxation is small. The bounds are $0.343$ and $0.348$, or 1.201 and 1.217 eV. Letting all atoms move in a periodic cell of fixed size gives 1.213 eV with 108 lattice sites and 1.212 eV with 256. The second value is about 0.4% below the unrelaxed energy; in larger cells the drop approaches 0.45% and $E_v$ stays at 1.212 eV. The first shell moves inward by 0.007 Å in the smaller cell and 0.008 Å in the larger, so this displacement still depends somewhat on cell size. For these parameters, then, the low vacancy energy comes almost wholly from the square root in the band term, and hardly at all from relaxation.

The formulas, the bounds and the force on the first shell are checked numerically in the numerical check.

## Computed values

```
p = 10.0, q = 2.5 (dimensionless)
fcc bond length r0 = 2.80 angstrom
fcc cohesive energy Ec = 3.50 eV per atom
A = 0.09722 eV
xi = 1.34715 eV
alpha = 0.33333
structure, Z, bond length (angstrom), energy (eV per atom):
  dimer          1  2.3362  -1.5288
  chain          2  2.4655  -1.9261
  tetrahedron    3  2.5412  -2.2049
  square         4  2.5949  -2.4268
  simple cubic   6  2.6706  -2.7780
  bcc            8  2.7243  -3.0575
  fcc           12  2.8000  -3.5000
12(1 - sqrt(11/12)) = 0.51087
p/q, unrelaxed Ev/Ec from explicit cell:
  1.8  -0.10053
  2.0  0.02175
  2.5  0.18479
  3.0  0.26631
  4.0  0.34783
  5.0  0.38859
p/q where unrelaxed Ev vanishes = 1.95743
Ev/Ec for a pure pair model = 1.000
unrelaxed Ev/Ec, example = 0.34783
unrelaxed Ev, example = 1.2174 eV
unrelaxed Ev, example = 117.5 kJ/mol
lower bound on relaxed Ev/Ec = 0.34305
lower bound on relaxed Ev = 1.2007 eV
inward force on first shell = 0.01544 eV/angstrom
108 sites: relaxed Ev/Ec = 0.34657
108 sites: relaxed Ev = 1.2130 eV
108 sites: outward shell shift = -0.00698 angstrom
256 sites: relaxed Ev/Ec = 0.34640
256 sites: relaxed Ev = 1.2124 eV
256 sites: outward shell shift = -0.00783 angstrom
```
